# Donolato's Lemma for Carrier Collection with Position-Dependent Diffusivity and Lifetime: a numerical check

```python
"""Donolato's lemma for minority-carrier collection.

Result under test: the probability f(r) that a minority carrier released at r
is collected by a short-circuited junction equals
    u(r) = [dn(r)/n0(r)] / [exp(V/kT) - 1],
where dn is the excess density in the dark at forward bias V (low injection)
and n0 the equilibrium minority density. For uniform n0, u = dn(r)/dn(edge).
Symbols: D diffusivity, tau lifetime, S back recombination velocity,
slope = d ln(n0)/dx, flux = -D (dn/dx - slope n), x = depth from the junction.
Internal units: micrometre and microsecond (1 cm2/s = 100 um2/us,
100 cm/s = 1 um/us).
"""
import numpy as np
from numpy.polynomial import chebyshev as ch
from scipy import constants as const
from scipy.integrate import solve_ivp


def cheb_grid(order, length):
    """Ascending Chebyshev nodes, derivative matrix, quadrature weights."""
    k = np.arange(order + 1)
    x = length * (1 - np.cos(np.pi * k / order)) / 2
    c = np.ones(order + 1)
    c[[0, -1]] = 2
    c = c * (-1.0) ** k
    gap = x[:, None] - x[None, :] + np.eye(order + 1)
    d = np.outer(c, 1 / c) / gap
    d -= np.diag(d.sum(axis=1))
    moments = np.zeros(order + 1)
    moments[::2] = 2 / (1 - k[::2] ** 2.0)
    vander = ch.chebvander(2 * x / length - 1, order)
    weights = np.linalg.solve(vander.T, moments) * length / 2
    return x, d, weights


def interpolate(x, values, points):
    fit = ch.Chebyshev.fit(x, values, len(x) - 1, domain=[x[0], x[-1]])
    return fit(np.asarray(points, float))


def solve_base(order, width, D, tau, slope, S, edge, source=None, eps=0.0):
    """Excess density with n(0)=edge; eps adds recombination eps*n^2/tau."""
    x, d, weights = cheb_grid(order, width)
    flux = -D(x)[:, None] * (d - np.diag(slope(x)))
    rate = 1 / tau(x)
    A = d @ flux + np.diag(rate)
    b = np.zeros(order + 1) if source is None else source(x)
    A[0] = 0
    A[0, 0] = 1
    b[0] = edge
    A[-1] = flux[-1]
    A[-1, -1] -= S
    b[-1] = 0
    n = np.linalg.solve(A, b)
    if eps > 0:
        inner = rate.copy()
        inner[[0, -1]] = 0
        for _ in range(12):
            residual = A @ n + eps * inner * n**2 - b
            n = n - np.linalg.solve(A + np.diag(2 * eps * inner * n), residual)
    return x, n, (flux @ n)[0], weights


def point_source_collection(points, width, D, tau, slope, S):
    """Flux into the junction per unit source, by matching two integrations."""
    def rhs(x, y):
        return [-y[1] / D(x) + slope(x) * y[0], -y[0] / tau(x)]
    opts = dict(method="DOP853", rtol=1e-11, atol=1e-13, dense_output=True)
    front = solve_ivp(rhs, (0, width), [0.0, -1.0], **opts).sol
    back = solve_ivp(rhs, (width, 0), [1.0, S], **opts).sol
    nf, ff = front(np.asarray(points, float))
    nb, fb = back(np.asarray(points, float))
    return 1 / (nf * fb / nb - ff)


# ---- silicon base, rough typical values ----
T = 300.0
kT = const.k * T / const.e                 # eV
W = 180.0                                  # um
D_front, D_back = 28.0, 20.0               # cm2/s
tau_front, tau_back = 40.0, 5.0            # us
S_cm = 500.0                               # cm/s
N_A, n_i = 1e16, 1e10                      # cm-3
bias = 0.30                                # V
S = S_cm / 100


def D_fun(x):
    return 100 * (D_front + (D_back - D_front) * x / W)


def tau_fun(x):
    return tau_front * (tau_back / tau_front) ** (x / W)


def no_slope(x):
    return 0.0 * x


depths = np.array([10.0, 45.0, 90.0, 135.0, 180.0])

# Dark profile against point-source collection, graded D and tau
x, dark, dark_flux, w = solve_base(40, W, D_fun, tau_fun, no_slope, S, 1.0)
f_dark = interpolate(x, dark, depths)
f_direct = point_source_collection(depths, W, D_fun, tau_fun, no_slope, S)
lemma_error = np.max(np.abs(f_dark - f_direct))
assert lemma_error < 1e-7
assert dark.min() > 0 and dark.max() < 1 + 1e-10
xc, coarse, _, _ = solve_base(20, W, D_fun, tau_fun, no_slope, S, 1.0)
mesh_shift = np.max(np.abs(interpolate(xc, coarse, depths) - f_dark))
assert mesh_shift < 1e-7

# Uniform base: closed form against point-source collection
D_u, tau_u = 2400.0, 15.0
L_u = np.sqrt(D_u * tau_u)
s_u = S * L_u / D_u
closed = ((np.cosh((W - depths) / L_u) + s_u * np.sinh((W - depths) / L_u))
          / (np.cosh(W / L_u) + s_u * np.sinh(W / L_u)))
uniform = point_source_collection(
    depths, W, lambda z: D_u + 0 * z, lambda z: tau_u + 0 * z, no_slope, S)
assert np.max(np.abs(closed - uniform)) < 1e-7

# Graded doping: only the locally normalised density gives the collection
doping_ratio = 10.0


def doping_slope(x):
    return -np.log(doping_ratio) / W + 0.0 * x


xg, dens_g, _, _ = solve_base(40, W, D_fun, tau_fun, doping_slope, S, 1.0)
plain_g = interpolate(xg, dens_g, depths)
local_g = plain_g * doping_ratio ** (depths / W)
direct_g = point_source_collection(depths, W, D_fun, tau_fun, doping_slope, S)
assert np.max(np.abs(local_g - direct_g)) < 1e-7
assert np.max(np.abs(plain_g - direct_g)) > 0.1

# Random walk: dX = D' dt + sqrt(2 D) dB, killed at rate 1/tau
rng = np.random.default_rng(7)
walkers, start = 6000, 90.0
dt = 3.0**2 / (2 * D_fun(0.0))
drift = 100 * (D_back - D_front) / W
p_back = S * np.sqrt(np.pi * dt / D_fun(W))
pos = np.full(walkers, start)
collected = 0
while pos.size:
    Dx = D_fun(pos)
    new = pos + drift * dt + np.sqrt(2 * Dx * dt) * rng.standard_normal(pos.size)
    # chance that the path touched the junction between the two times
    touch = np.exp(-pos * np.maximum(new, 0) / (Dx * dt))
    hit = rng.random(pos.size) < touch
    collected += int(hit.sum())
    lost = rng.random(pos.size) < -np.expm1(-dt / tau_fun(pos))
    over = new > W
    lost |= over & (rng.random(pos.size) < p_back)
    new = np.where(over, 2 * W - new, new)
    pos = new[~(hit | lost)]
f_walk = collected / walkers
f_start = float(interpolate(x, dark, start))
walk_sigma = np.sqrt(f_start * (1 - f_start) / walkers)
assert abs(f_walk - f_start) < 4 * walk_sigma

# Illumination through the junction: direct solution against weighted profile
absorb_length = 50.0


def generation(x):
    return np.exp(-x / absorb_length) / absorb_length


_, light, light_flux, _ = solve_base(
    40, W, D_fun, tau_fun, no_slope, S, 0.0, generation)
absorbed = 1 - np.exp(-W / absorb_length)
yield_direct = -light_flux / absorbed
yield_lemma = w @ (dark * generation(x)) / absorbed
assert abs(yield_direct - yield_lemma) < 1e-7


# Two dimensions, unit square, junction at y=0, everything position-dependent
def two_dimensional_check(order=20):
    z, d, wt = cheb_grid(order, 1.0)
    X, Y = [a.ravel() for a in np.meshgrid(z, z, indexing="ij")]
    eye = np.eye(order + 1)
    dx, dy = np.kron(d, eye), np.kron(eye, d)
    cosx = np.cos(np.pi * X)
    D2 = 1 + 0.4 * cosx * Y
    tau2 = 0.5 + 0.2 * cosx * np.cos(2 * Y)
    log_n0 = 0.6 * Y * cosx - 0.5 * Y
    S2 = 1 + 0.5 * cosx
    fx = -D2[:, None] * (dx - np.diag(dx @ log_n0))
    fy = -D2[:, None] * (dy - np.diag(dy @ log_n0))
    A = dx @ fx + dy @ fy + np.diag(1 / tau2)
    junction = Y == Y.min()
    rear = Y == Y.max()
    side = ((X == X.min()) | (X == X.max())) & ~junction & ~rear
    identity = np.eye(X.size)
    A[junction] = identity[junction]
    A[rear] = (fy - np.diag(S2))[rear]
    A[side] = fx[side]
    g = np.exp(2 * cosx - 8 * (Y - 0.6) ** 2)
    b_light = np.where(junction | rear | side, 0.0, g)
    b_dark = np.where(junction, np.exp(log_n0), 0.0)
    n_light, n_dark = np.linalg.solve(A, np.column_stack([b_light, b_dark])).T
    current = -wt @ (fy @ n_light)[junction]
    weighted = np.kron(wt, wt) @ (g * n_dark * np.exp(-log_n0))
    return current, weighted


current_2d, weighted_2d = two_dimensional_check()
assert abs(current_2d / weighted_2d - 1) < 1e-6


# High injection: recombination (n/tau)(1 + n/N_A), edge from n p = ni^2 e^(V/kT)
def injection_shift(volt):
    q = (n_i / N_A) ** 2 * np.expm1(volt / kT)
    level = 2 * q / (1 + np.sqrt(1 + 4 * q))
    xs, prof, _, _ = solve_base(
        40, W, D_fun, tau_fun, no_slope, S, 1.0, eps=level)
    return level, np.max(np.abs(prof - dark))


level_low, shift_low = injection_shift(bias)
high_bias = 0.70
level_high, shift_high = injection_shift(high_bias)
assert shift_low < 1e-6
assert shift_high > 0.01

# ---- sizes of neglected effects ----
n0 = n_i**2 / N_A
edge_density = n0 * np.expm1(bias / kT)
dark_current = const.e * edge_density * dark_flux * 100 * 1e9     # nA/cm2
J_sun, mu_hole = 0.040, 430.0                                    # A/cm2, cm2/Vs
sun_level = J_sun / const.e * light.max() / 100 / N_A
ohmic_drop = J_sun * W * 1e-4 / (const.e * mu_hole * N_A)
with_field = point_source_collection(
    [start], W, D_fun, tau_fun, lambda z: -ohmic_drop / (kT * W) + 0 * z, S)[0]
N_D, eps_r = 1e19, 11.7
V_bi = kT * np.log(N_A * N_D / n_i**2)


def depletion_um(volt):
    return 1e6 * np.sqrt(2 * eps_r * const.epsilon_0 * (V_bi - volt)
                         / (const.e * N_A * 1e6))


edge_motion = depletion_um(0.0) - depletion_um(bias)
edge_effect = edge_motion * dark_flux / D_fun(0.0)
peak_field = 2 * V_bi / (depletion_um(0.0) * 1e-6)                # V/m
m_l, m_t = 0.92, 0.19
m_cond = 3 / (1 / m_l + 2 / m_t)
v_escape = 100 * np.sqrt(const.k * T / (2 * np.pi * m_cond * const.m_e))
escape_loss = dark_flux * 100 / v_escape
E_gap, m_tunnel = 1.12, 0.2
tunnel_exponent = (4 * np.sqrt(2 * m_tunnel * const.m_e)
                   * (E_gap * const.e) ** 1.5
                   / (3 * const.hbar * const.e * peak_field))
T_hot = 330.0
hot = point_source_collection(
    [start], W, lambda z: D_fun(z) * (T_hot / T) ** -1.4, tau_fun, no_slope, S)[0]
B_rad, N_V = 5e-15, 3e19
radiative_share = B_rad * N_A * tau_front * 1e-6
degeneracy = N_A / (2**1.5 * N_V)

print(f"Temperature {T:.0f} K, kT = {kT:.5f} eV")
print(f"Base thickness {W:.0f} um, back velocity S = {S_cm:.0f} cm/s")
print(f"D front, back: {D_front:.0f}, {D_back:.0f} cm2/s")
print(f"Mobility front, back: {D_front/kT:.0f}, {D_back/kT:.0f} cm2/Vs")
print(f"Lifetime front, back: {tau_front:.0f}, {tau_back:.0f} us")
print(f"Net doping {N_A:.1e}, n_i {n_i:.1e}, n0 {n0:.1e} cm-3")
print(f"Bias {bias:.2f} V: edge excess density {edge_density:.3e} cm-3")
print(f"Dark diffusion current {dark_current:.3f} nA/cm2")
print("Depth (um) | dark dn/dn(edge) | point-source collection")
for z, a, b in zip(depths, f_dark, f_direct):
    print(f"  {z:5.0f}  {a:.6f}  {b:.6f}")
print(f"Largest difference of the two columns {lemma_error:.1e}")
print(f"Mesh shift, 21 to 41 nodes {mesh_shift:.1e}")
print(f"Random walk from {start:.0f} um: {f_walk:.4f}, "
      f"sigma {walk_sigma:.4f}, {walkers} walkers")
print(f"Absorption length {absorb_length:.0f} um, absorbed {absorbed:.4f}")
print(f"Collected per absorbed photon, direct {yield_direct:.6f}")
print(f"Collected per absorbed photon, lemma  {yield_lemma:.6f}")
print(f"2D test (model units): current {current_2d:.8f}")
print(f"2D test (model units): weighted source {weighted_2d:.8f}")
print(f"Graded doping, back/front ratio {doping_ratio:.0f}:")
print("Depth (um) | plain ratio | local ratio | collection")
for i in (2, 4):
    print(f"  {depths[i]:5.0f}  {plain_g[i]:.6f}  {local_g[i]:.6f}"
          f"  {direct_g[i]:.6f}")
print("Neglected effects (changes in f are absolute):")
print(f"Injection dn/N_A at {bias:.2f} V {level_low:.2e}, f shift {shift_low:.1e}")
print(f"Injection dn/N_A at {high_bias:.2f} V {level_high:.3f}, "
      f"f shift {shift_high:.4f}")
print(f"One sun, rough {1e3*J_sun:.0f} mA/cm2: max dn/N_A {sun_level:.2e}")
print(f"Hole mobility {mu_hole:.0f} cm2/Vs, ohmic drop {1e3*ohmic_drop:.3f} mV")
print(f"Ohmic field changes f({start:.0f} um) by {with_field-f_start:+.4f}")
print(f"Emitter doping {N_D:.0e} cm-3, built-in voltage {V_bi:.3f} V")
print(f"Depletion width at 0 V {depletion_um(0.0):.3f} um")
print(f"Edge motion {edge_motion:.3f} um, f change about {edge_effect:.1e}")
print(f"Conductivity mass {m_cond:.3f} m_e, escape speed {v_escape:.2e} cm/s")
print(f"Loss from finite escape speed {escape_loss:.1e}")
print(f"At {T_hot:.0f} K f({start:.0f} um) changes by {hot-f_start:+.4f}")
print(f"Radiative share of front recombination {radiative_share:.1e}")
print(f"Degeneracy correction of majority statistics {degeneracy:.1e}")
print(f"Peak junction field {peak_field*1e-8:.4f} MV/cm")
print(f"Band-to-band tunnelling exponent {tunnel_exponent:.0f}")
print("success")
```

Running it gives:

```
Temperature 300 K, kT = 0.02585 eV
Base thickness 180 um, back velocity S = 500 cm/s
D front, back: 28, 20 cm2/s
Mobility front, back: 1083, 774 cm2/Vs
Lifetime front, back: 40, 5 us
Net doping 1.0e+16, n_i 1.0e+10, n0 1.0e+04 cm-3
Bias 0.30 V: edge excess density 1.096e+09 cm-3
Dark diffusion current 196.261 nA/cm2
Depth (um) | dark dn/dn(edge) | point-source collection
     10  0.960223  0.960223
     45  0.824273  0.824273
     90  0.662800  0.662800
    135  0.528935  0.528935
    180  0.443922  0.443922
Largest difference of the two columns 3.1e-12
Mesh shift, 21 to 41 nodes 1.8e-13
Random walk from 90 um: 0.6687, sigma 0.0061, 6000 walkers
Absorption length 50 um, absorbed 0.9727
Collected per absorbed photon, direct 0.831753
Collected per absorbed photon, lemma  0.831753
2D test (model units): current 0.67967137
2D test (model units): weighted source 0.67967137
Graded doping, back/front ratio 10:
Depth (um) | plain ratio | local ratio | collection
     90  0.265056  0.838181  0.838181
    180  0.063472  0.634725  0.634725
Neglected effects (changes in f are absolute):
Injection dn/N_A at 0.30 V 1.10e-07, f shift 1.2e-08
Injection dn/N_A at 0.70 V 0.408, f shift 0.0379
One sun, rough 40 mA/cm2: max dn/N_A 2.36e-03
Hole mobility 430 cm2/Vs, ohmic drop 1.045 mV
Ohmic field changes f(90 um) by +0.0043
Emitter doping 1e+19 cm-3, built-in voltage 0.893 V
Depletion width at 0 V 0.340 um
Edge motion 0.063 um, f change about 2.5e-04
Conductivity mass 0.258 m_e, escape speed 5.29e+06 cm/s
Loss from finite escape speed 2.1e-04
At 330 K f(90 um) changes by -0.0246
Radiative share of front recombination 2.0e-03
Degeneracy correction of majority statistics 1.2e-04
Peak junction field 0.0526 MV/cm
Band-to-band tunnelling exponent 689
success
```
